# The k-mesh needed for a Wannier-Mott exciton in the Bethe-Salpeter equation

**Question: how fine a k-mesh does the Bethe-Salpeter equation need for a Wannier-Mott exciton?**

An exercise gives an exciton with reduced mass $\mu=0.06$ electron masses and dielectric constant $\varepsilon=13$. It asks for the radius and binding energy, and then for the k-mesh that a Bethe-Salpeter (BSE) calculation needs "to resolve it". I expect the first part to be a scaled hydrogen atom, but I would like to see that come out of the BSE. The second part is where I am stuck. I can compare the mesh spacing with the inverse radius, but I cannot say by what factor it must be smaller. The screened interaction also diverges at $\mathbf k'=\mathbf k$, and I do not know whether that one matrix element matters. How do I get an actual number of points?

**Answer**

The two given numbers fix the radius and the binding energy, but not a mesh. A mesh needs three more inputs: a lattice, a tolerance, and a rule for the divergent element. I take a model simple cubic lattice with $d=10$ bohr, a $\Gamma$-centred $N\times N\times N$ mesh, and an error of 1 % relative to the converged ground-state binding energy of the model.

### From the BSE to hydrogen

Rydberg units are $\hbar=1$, $m_e=1/2$, $e^2=2$, with energies in Ry and lengths in bohr, so a mass of $m$ electron masses has kinetic energy $k^2/m$. Assume one valence and one conduction band, isotropic and parabolic about a direct gap $E_g$ at $\Gamma$, the Tamm-Dancoff form, zero exciton momentum, static screening by a constant $\varepsilon$, overlaps of the cell-periodic Bloch factors equal to 1, and no exchange term. A vertical transition then costs $E_g+k^2/m_c+k^2/m_v=E_g+k^2/\mu$.

The kernel needs the transform of $1/r$. With a damping factor $e^{-\lambda r}$ the angular integral gives $(4\pi/q)\int_0^\infty \sin(qr)e^{-\lambda r}dr=4\pi/(q^2+\lambda^2)$, which tends to $4\pi/q^2$. The attraction $-e^2/(\varepsilon r)$ therefore has transform $-8\pi/(\varepsilon q^2)$. With $E$ the excitation energy minus $E_g$ and $\mathcal V$ the crystal volume, the BSE is

$$\frac{k^2}{\mu}A(\mathbf k)-\frac1{\mathcal V}\sum_{\mathbf k'}\frac{8\pi}{\varepsilon|\mathbf k-\mathbf k'|^2}A(\mathbf k')=E\,A(\mathbf k).$$

Define $\psi(\mathbf r)=\mathcal V^{-1}\sum_{\mathbf k}A(\mathbf k)e^{i\mathbf k\cdot\mathbf r}$. Multiplication by $k^2$ becomes $-\nabla^2$, and a convolution becomes a product. For $\mathcal V\to\infty$, where $\mathcal V^{-1}\sum\to\int d^3k/(2\pi)^3$, the Hamiltonian is $-\nabla^2/\mu-2/(\varepsilon r)$.

Measuring $r$ in a unit $a$ turns the two terms into $-\nabla^2/(\mu a^2)$ and $-2/(\varepsilon a r)$. They share a prefactor if $1/(\mu a^2)=1/(\varepsilon a)$, so

$$a_X=\frac{\varepsilon}{\mu}\ \text{bohr},\qquad R_X=\frac1{\mu a_X^2}=\frac{\mu}{\varepsilon^2}\ \text{Ry},\qquad H=-\nabla^2-\frac2r .$$

From here on lengths are in $a_X$, wave vectors in $1/a_X$ and energies in $R_X$. Since $\nabla^2e^{-r}=(\partial_r^2+\tfrac2r\partial_r)e^{-r}=(1-\tfrac2r)e^{-r}$, we have $He^{-r}=-e^{-r}$. The function has no node, so it is the ground state, with $E=-1$. The integral $\int_0^\infty r^{n+2}e^{-2r}dr=(n+2)!/2^{n+3}$ gives the norm, $\psi=e^{-r}/\sqrt\pi$, and the moments $\langle r^n\rangle=(n+2)!/2^{n+1}$, so $\langle r\rangle=3/2$ and $\langle r^2\rangle=3$. The radial density $r^2e^{-2r}$ peaks at $r=1$. For the given numbers,

$$a_X=\frac{13}{0.06}=216.67\ \text{bohr}=11.5\ \text{nm},\qquad R_X=\frac{0.06}{13^2}=3.550\times10^{-4}\ \text{Ry}=4.83\ \text{meV}.$$

A finite-difference solution of the unscaled radial equation gives the same binding to these digits and $\langle r\rangle=325.0$ bohr. The ratio $a_X/d=21.667$ is large, which the effective-mass assumptions require. It does not by itself ensure isotropic bands, a single band pair or static screening, which remain assumptions of the model.

### The exciton in k-space

The same angular integral gives $A(k)=\frac{4\pi}{\sqrt\pi\,k}\int_0^\infty r\sin(kr)e^{-r}dr$. The integral is $\mathrm{Im}\,(1-ik)^{-2}=\mathrm{Im}\,(1+ik)^2/(1+k^2)^2=2k/(1+k^2)^2$, so

$$A(k)=\frac{8\sqrt\pi}{(1+k^2)^2}.$$

$|A|^2$ falls to half where $(1+k^2)^4=2$, at $k=\sqrt{2^{1/4}-1}=0.435$. The weight inside radius $K$ is $\int d^3k\,|A|^2/(2\pi)^3=\frac{32}{\pi}\int_0^K k^2(1+k^2)^{-4}dk$. With $k=\tan\theta$ the integrand becomes $\sin^2\theta\cos^4\theta=\tfrac18\sin^22\theta\,(1+\cos2\theta)$, whose integral is $\theta/16-\sin4\theta/64+\sin^32\theta/48$. Inserting $\sin2\theta=2K/(1+K^2)$, $\cos2\theta=(1-K^2)/(1+K^2)$ and $\sin4\theta=2\sin2\theta\cos2\theta$ gives

$$w(K)=\frac2\pi\left[\arctan K+\frac{K(3K^4+8K^2-3)}{3(1+K^2)^3}\right].$$

Then $w(1)=0.712$, and 90 % of the weight lies inside $k=1.474$. The zone edge $\pi/d$ is at $68.07$. The exciton occupies a small spot at $\Gamma$.

### A mesh is a supercell

The mesh points are $\mathbf k=2\pi\mathbf m/(Nd)$ with integer $\mathbf m$. In exciton units the spacing is $2\pi/L$ with $L=Nd/a_X$, and $\mathcal V=L^3$. These are the plane waves periodic in a cube of side $L$. Leave out the term $\mathbf k'=\mathbf k$ for now. The real-space potential is then $-2\phi_L$ with

$$\phi_L(\mathbf r)=\frac{4\pi}{L^3}\sum_{\mathbf q\ne0}\frac{e^{i\mathbf q\cdot\mathbf r}}{q^2}.$$

The sum is extended to all $\mathbf q$ here, and the cutoff is treated below. Applying $\nabla^2$ cancels $1/q^2$. The complete sum $L^{-3}\sum_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ is a delta function at every supercell lattice vector $\mathbf R$, so removing its $\mathbf q=0$ term gives

$$\nabla^2\phi_L=-4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)+\frac{4\pi}{L^3}.$$

The electron sees the hole, the images of the hole, and a uniform neutralizing background. For $r<L$, the difference $\chi=\phi_L-1/r$ is regular and obeys $\nabla^2\chi=4\pi/L^3$. Because $\nabla^2r^2=6$, a particular solution is $2\pi r^2/(3L^3)$. The remainder is harmonic, a sum of $r^lY_{lm}$ with cubic symmetry. Inversion excludes odd $l$. The only quadratic form with cubic symmetry is $r^2$, which is not harmonic, so $l=2$ is absent. Rescaling $\mathbf q$ shows $\phi_L(\mathbf r)=\phi_1(\mathbf r/L)/L$, so the constant is a pure number over $L$:

$$\phi_L=\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+(l\ge4).$$

To compute $\alpha$, set $L=1$ and write $1=e^{-q^2/4\eta^2}+(1-e^{-q^2/4\eta^2})$ in the sum. A normalized Gaussian charge with transform $e^{-q^2/4\eta^2}$ has potential $\mathrm{erf}(\eta r)/r$, so $4\pi(1-e^{-q^2/4\eta^2})/q^2$ is the transform of $\mathrm{erfc}(\eta r)/r$. Its value at $q=0$ is finite, $\pi/\eta^2$. Summed over all $\mathbf q$ it gives $\sum_{\mathbf R}\mathrm{erfc}(\eta|\mathbf r-\mathbf R|)/|\mathbf r-\mathbf R|$ by Poisson summation, and the $\mathbf q=0$ value must be subtracted. The $\mathbf R=0$ term is $1/r-\mathrm{erf}(\eta r)/r$, whose regular part tends to $-2\eta/\sqrt\pi$. Hence

$$\alpha=\frac{2\eta}{\sqrt\pi}+\frac{\pi}{\eta^2}-\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\eta R)}{R}-\sum_{\mathbf q\ne0}\frac{4\pi}{q^2}e^{-q^2/4\eta^2}=2.837297 ,$$

the Madelung constant of a simple cubic lattice of charges in a background. Another mesh geometry has another constant.

For $L\gg1$ the perturbation is $-2\chi$. The constant shifts the energy by $+2\alpha/L$. The quadratic term gives $-\frac{4\pi}{3L^3}\langle r^2\rangle=-4\pi/L^3$ in first order. The $l\ge4$ terms average to zero in a spherical state. What is left is second order in the quadratic term, of order $L^{-6}$ and negative as for any ground state, and the energy shift from the overlap of $\psi$ with its images, which decays as $Le^{-L}$, like the exchange splitting of two distant hydrogenic centres.

### The divergent element

A rule for $\mathbf k'=\mathbf k$ that does not depend on $\mathbf k$, like the three considered here, puts the same number $-w_0$ on every diagonal element. It shifts all eigenvalues and leaves the eigenvectors alone. The binding energy $E_b=-E$ is then

$$E_b=1-\frac{2\alpha}{L}+w_0+\frac{4\pi}{L^3}+O(L^{-6},Le^{-L}).$$

Omitting the element means $w_0=0$ and an underbinding $2\alpha/L=5.6746/L$.

A second rule averages $8\pi/q^2$ over a sphere with the volume of one mesh cell. From $4\pi q_0^3/3=(2\pi/L)^3$ follows $q_0=(6\pi^2)^{1/3}/L=3.8978/L$, and

$$w_0=\int_{q<q_0}\frac{d^3q}{(2\pi)^3}\frac{8\pi}{q^2}=\frac{4\pi\cdot8\pi\,q_0}{8\pi^3}=\frac{4q_0}{\pi}=\frac{4.9628}{L}.$$

An underbinding $(5.6746-4.9628)/L=0.7118/L$ survives. The formula for $\alpha$ shows why. As $\eta\to\infty$ the second and third terms vanish, and the first equals $\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}e^{-q^2/4\eta^2}=\frac2\pi\int_0^\infty e^{-q^2/4\eta^2}dq=2\eta/\sqrt\pi$. So $2\alpha/L$ is the entire deficit of the mesh sum of $8\pi/q^2$ against its integral. The central cell supplies only part of it. The other cells take $1/q^2$ at their centres, and since $\nabla^2q^{-2}=2q^{-4}>0$ the centre value lies below the cell average at leading order in the spacing. Those shortfalls scale as $1/L$ too. The sphere also collects somewhat more than the true cubic cell, because among regions of equal volume it has the largest integral of $1/q^2$. The shortfall of the other cells is therefore larger than $0.7118/L$, and the sphere's excess offsets part of it.

The third rule sets $w_0=2\alpha/L$, which makes up the whole deficit. Only an overbinding $4\pi/L^3$ and the higher terms remain.

The numerical check solves the mesh eigenvalue problem directly, keeping $k\le12$, with the iterative solver checked against a dense matrix on a small mesh. The overbinding in the table is $-E_{\rm omitted}+2\alpha/L+\delta-1$. Here $\delta$ is the cutoff error discussed below, computed numerically with the sine basis described there and taken at the cutoff that matches the actual number of points. It is about $0.00177$, below the leading term $3.395/12^3=0.00196$ because of the negative $1/K$ correction.

| $L$ | $E_{\rm omitted}$ | $2\alpha/L$ | overbinding | $4\pi/L^3$ |
|---|---|---|---|---|
| 8 | −0.33744 | 0.70932 | 0.04853 | 0.02454 |
| 10 | −0.44747 | 0.56746 | 0.01671 | 0.01257 |
| 12 | −0.53334 | 0.47288 | 0.00800 | 0.00727 |
| 16 | −0.64667 | 0.35466 | 0.00311 | 0.00307 |
| 20 | −0.71608 | 0.28373 | 0.00158 | 0.00157 |

At $L=20$ the arithmetic is $0.71608+0.28373+0.00177-1=0.00158$. The tests require agreement with $4\pi/L^3$ within 5 % of that term at $L=16$ and $20$, and a ratio above 1 that falls from $L=8$ to $12$. At $L=8$ the law accounts for only half of the overbinding. Image overlap supplies most of the excess there. Shifting the mesh by a quarter of its spacing along each axis gives opposite nearest images the phases $\pm i$, so their overlap terms cancel, while the differences $\mathbf k-\mathbf k'$ and hence the power-law terms are unchanged. Solving the eigenvalue problem on this shifted mesh lowers the overbinding at $L=8$ to about $0.026$, close to $4\pi/L^3$.

### The number of points

For the Madelung rule the law alone gives $L=(4\pi/0.01)^{1/3}=10.79$. The higher terms still matter at that size, and root finding on the direct solution gives $L=11.31$. For the other two rules the values are extrapolations of the law, from $5.6746/L-4\pi/L^3=0.01$ and $0.7118/L-4\pi/L^3=0.01$. These are the large roots, beyond which the error stays below 1 %. The sphere rule also passes through zero error on a coarse mesh: it underbinds at $L=8$ by $0.7118/8-0.0485=0.040$ and overbinds at $L=0.923$ (see below), so in between there is a narrow range of $L$ where two errors cancel by accident. Then $N=21.667\,L$, rounded up. The matrix dimension is $N^3$, and dense storage at 16 bytes per complex number is $16N^6$.

| rule | $L$ | $N$ | $N^3$ | memory (byte) |
|---|---|---|---|---|
| Madelung | 11.31 | 246 | $1.5\times10^{7}$ | $3.5\times10^{15}$ |
| sphere | 70.93 | 1537 | $3.6\times10^{9}$ | $2.1\times10^{20}$ |
| omitted | 567.46 | 12295 | $1.9\times10^{12}$ | $5.5\times10^{25}$ |

The product $11.31\times21.667$ lies barely above 245, so the last digit of 246 carries no weight. The answer for this lattice and tolerance is a mesh of roughly 250 points per axis with the Madelung rule. For $N=246$ the supercell side is $2460$ bohr $=130$ nm, or $L=11.354$, and the spacing is $2\pi/11.354=0.553$, which is $2.55\times10^{-3}$ bohr$^{-1}$.

This answers your question about the factor. With the singularity fully corrected, the spacing need only be about half of $1/a_X$, larger even than the half-width $0.435$. The single point $\mathbf k=0$ then holds more than a tenth of the exciton: the computed weight is $0.223$ at $L=10$ and $0.125$ at $L=12$. For large $L$ it tends to $|A(0)|^2/L^3=64\pi/L^3$, and at $L=20$ the values are $0.0256$ computed and $0.0251$ predicted. Such a coarse mesh can still sample the exact envelope well: by Poisson summation, the mesh sum of $|A|^2$ differs from its integral only by the real-space overlap of $\psi$ with its images, which is exponentially small in $L$. The power-law errors come from the singular kernel.

In the opposite limit the formula fails. A $20^3$ mesh has $L=20/21.667=0.923$ and spacing $6.81$. The state is nearly the single plane wave $\mathbf k=0$, with weight $0.9982$, a pair spread evenly over a cell smaller than the exciton. That wave has no kinetic energy and, with the element omitted, no diagonal energy. Second-order coupling to the other points gives

$$-\sum_{\mathbf q\neq0}\frac1{q^2}\left(\frac{8\pi}{L^3q^2}\right)^2=-\frac{64\pi^2}{(2\pi)^6}\sum_{\mathbf m\ne0}\frac1{|\mathbf m|^6}=-\frac1{\pi^4}\sum_{\mathbf m\ne0}\frac1{|\mathbf m|^{6}},$$

a small number independent of $L$. Summing shells ($6+12/8+8/27+6/64+24/125+\dots$) gives about $8.4$, so second order binds by about $0.086$. The computed binding is $0.096$, somewhat larger. All off-diagonal elements are negative, so the third-order term also binds, and its three kernel factors $(L^{-3}L^{2})^3$ and two denominators $L^4$ make it proportional to $L$. The program does not test this split. Adding $w_0$ gives $0.096+5.376=5.472$ for the sphere and $0.096+6.147=6.243$ for the Madelung rule, against the true value 1. With either of these rules, the binding energy reported on such a mesh is almost entirely the chosen diagonal element.

### How much of the zone is needed

Keep only $k\le K$. Let $P$ project on these states, $Q=1-P$, $T=k^2$ and $V=-2/r$. The lowest eigenvalue $E_K$ in the reduced space is variational, so $\delta=E_K+1\ge0$ is an underbinding. Use $P\psi=\psi-Q\psi$ as trial state. Because $(H+1)\psi=0$, all terms containing the full $\psi$ vanish, and

$$\langle P\psi|H+1|P\psi\rangle=\langle Q\psi|T+1|Q\psi\rangle+\langle Q\psi|V|Q\psi\rangle .$$

The first term is $\frac{32}{\pi}\int_K^\infty k^2(1+k^2)^{-3}dk\to\frac{32}{\pi}\int_K^\infty k^{-4}dk=\frac{32}{3\pi K^3}$. The second is negative, since $A$ and the kernel $8\pi/q^2$ are positive. It holds two factors $k^{-4}$, one kernel $k^{-2}$ and two volumes $K^3$, so it scales as $K^{-4}$. The norm of $P\psi$ differs from 1 by $1-w(K)\sim K^{-5}$. This trial value is an upper bound on $\delta$. Relaxation lowers it at second order in the residual $P(H+1)P\psi=-PVQ\psi$, whose amplitude scales as $\int_K k^2k^{-2}k^{-4}dk\sim K^{-3}$. Squared, divided by an energy $K^2$ and summed over a volume $K^3$, this is $K^{-5}$ by power counting. Therefore

$$\delta(K)=\frac{32}{3\pi K^3}\left[1-O(1/K)\right].$$

A sine basis in a large sphere, which has a cutoff but no mesh, gives the coefficient $3.398$ after the $1/K$ term is extrapolated away, against $32/(3\pi)=3.395$. For $\delta=0.01$ the leading term gives $K=6.98$. The sine basis gives $K=6.47$, smaller as the negative correction requires, which is $0.0299$ bohr$^{-1}$. The weight beyond it is only $1.7\times10^{-4}$. A weight criterion is thus too lenient for the energy, because the tail is weighted by $k^2+1$. At the zone edge the leading term, $3.395/68.07^3$, is negligible against 1 %, which justifies extending the sums to all $\mathbf q$ above.

The number of points in the patch is the sphere volume over the cell volume,

$$\frac{4\pi K^3/3}{(2\pi/L)^3}=\frac{(LK)^3}{6\pi^2}.$$

For $L=11.354$ and $K=6.47$ (unrounded in the program) this is 6697, and the actual count is 6667. In exciton units $L$ and $K$ depend only on the tolerance, so within this model the patch count does not depend on $\mu$, $\varepsilon$ or $d$. The full-zone count grows as $(\varepsilon/\mu d)^3$ and dense diagonalization, cubic in the dimension, as the ninth power. Here the patch is $6667/(1.489\times10^7)=4.5\times10^{-4}$ of the zone, needs $16\times6667^2=7.1\times10^8$ bytes, and lowers the cubic cost by a factor $1.1\times10^{10}$. These figures are for one band pair and dense algebra. More bands multiply the dimension by the number of pairs.

The direct solution on this patch gives $E_b=1.0000$. That is not convergence. The mesh overbinds by about 1 % and the cutoff underbinds by about 1 %, and the tolerances were chosen equal, so the errors cancel. The program tests that they add to within $10^{-3}R_X$ on this patch. Mesh spacing and cutoff must be converged separately.

The counts hold for the ground-state energy of this model on a $\Gamma$-centred cubic mesh. With the Madelung rule the leading mesh error is $4\pi\langle r^2\rangle/(3L^3)$, so excited states, which have larger $\langle r^2\rangle$, need larger $L$. The patch reaches about a tenth of the way to the zone edge, and where bands are not parabolic or screening is not constant over that range, a 1 % target refers to the numerical solution and not to the accuracy of the hydrogenic value.

## Values computed for the example and the checks

```
inputs: mu = 0.06 m_e, eps = 13.0, d = 10.0 bohr, tolerance = 0.01
a_X = 216.67 bohr = 11.466 nm; a_X/d = 21.667
R_X = 3.55030e-04 Ry = 4.830 meV
finite-difference binding = 3.55028e-04 Ry, <r> = 325.0 bohr
1/a_X = 4.6154e-03 1/bohr; zone edge pi/d = 0.3142 1/bohr = 68.07 /a_X
half-width of |A|^2 = 0.4350 /a_X; 90% weight radius = 1.474 /a_X
weight inside k = 1/a_X: 0.7122
alpha = 2.837297, 2 alpha = 5.6746
q0 L = 3.8978, sphere w0 L = 4.9628, residual = 0.7118
cutoff coefficient: 32/(3 pi) = 3.3953, sine basis = 3.3981
delta(K=12/a_X) = 0.00177 R_X
L/a_X | E omitted, K=12 | 2 alpha/L | overbinding | 4 pi/L^3 (all R_X) | weight k=0
  8.0 | -0.33744 | 0.70932 | 0.04853 | 0.02454 | 0.4312
 10.0 | -0.44747 | 0.56746 | 0.01671 | 0.01257 | 0.2234
 12.0 | -0.53334 | 0.47288 | 0.00800 | 0.00727 | 0.1250
 16.0 | -0.64667 | 0.35466 | 0.00311 | 0.00307 | 0.0507
 20.0 | -0.71608 | 0.28373 | 0.00158 | 0.00157 | 0.0256
64 pi/L^3 at L = 20: 0.0251
1% mesh from 4 pi/L^3 alone: L = 10.79 a_X
1% Madelung: L = 11.31 a_X, N = 246, N^3 = 1.489e+07, memory = 3.55e+15 byte
1% sphere: L = 70.93 a_X, N = 1537, N^3 = 3.631e+09, memory = 2.11e+20 byte
1% omitted: L = 567.46 a_X, N = 12295, N^3 = 1.859e+12, memory = 5.53e+25 byte
Madelung mesh: L = 11.354 a_X = 2460 bohr = 130.2 nm
spacing = 0.5534 /a_X = 2.5541e-03 1/bohr
N = 20: L = 0.9231 a_X, spacing = 6.807 /a_X, K = 60 /a_X, weight k=0 = 0.9982
N = 20 binding (R_X): omitted 0.096, sphere 5.472, Madelung 6.243
N = 20 w0 (R_X): sphere 5.376, Madelung 6.147
1% cutoff: K = 6.47 /a_X = 0.0299 1/bohr; asymptotic 6.98 /a_X
weight beyond that K = 1.68e-04
patch points = 6667, estimate (LK)^3/(6 pi^2) = 6697
patch fraction of zone = 4.48e-04, memory = 7.11e+08 byte
cubic-cost ratio full/patch = 1.11e+10
patch binding (errors cancel) = 1.0000 R_X
```
